\section*{Kinetic inductance and quantum capacitance of a one-dimensional channel}

\section{Which inductance belongs in the circuit model?}

Suppose a nanotube one micrometre long is to be entered in a circuit simulation at 10 GHz. A magnetic field solver supplies an inductance per length, and one must decide whether that value is enough. For a wire of radius 1 nm whose axis lies 100 nm above an ideally conducting plane, the magnetic inductance is about 0.001 nH/$\mu$m. The inertia of the electrons contributes about 16 nH/$\mu$m for each spinless channel. Leaving it out would make the inductive response of the wire too small by a factor of thousands.

The capacitance raises a similar question. Adding charge to a wire costs electrostatic energy, but it also costs energy because the added electrons must occupy higher levels. The second cost defines the quantum capacitance. For the same geometry, in vacuum, it turns out to be a correction of about ten per cent for a single channel and about three per cent for the four channels of a nanotube.

Here a \emph{channel} means one right-moving and one left-moving branch of states with a single spin direction. The electron charge is $-e$ with $e>0$, and $v$ is the Fermi speed. The two quantities are
\begin{equation}
L_K=\frac{h}{2e^2v},\qquad C_Q=\frac{2e^2}{hv},
\label{eq:main}
\end{equation}
both per unit length.

\section{The estimate}

In equilibrium both branches are filled to the same Fermi level. To drive a current, raise the level of one branch by a small energy $\delta$ and lower that of the other by $\delta$. Each branch has $1/(hv)$ states per unit length and energy, as derived in the next section. The number of electrons moved from one branch to the other is therefore $\delta/(hv)$ per length.

These electrons came from energies between $-\delta$ and $0$, on average $-\delta/2$, and now occupy energies between $0$ and $\delta$, on average $+\delta/2$. Each gained $\delta$ on average, so the energy cost per length is
\begin{equation}
u=\frac{\delta}{hv}\,\delta=\frac{\delta^2}{hv}.
\end{equation}
One branch has gained $\delta/(hv)$ electrons per length and the other has lost as many. Since they move in opposite directions, the two changes add in the current, whose size is
\begin{equation}
|I|=ev\,\frac{2\delta}{hv}=\frac{2e\delta}{h}.
\end{equation}
Setting $u=L_KI^2/2$ gives
\begin{equation}
L_K=\frac{2u}{I^2}=\frac{2\delta^2}{hv}\,\frac{h^2}{4e^2\delta^2}
=\frac{h}{2e^2v}.
\end{equation}

For the capacitance, raise both levels by $\delta$. The added charge per length has size $2e\delta/(hv)$, and the corresponding voltage has size $\delta/e$. Their ratio is $C_Q=2e^2/(hv)$.

With $h/e^2=25812.8\ \Omega$ and the round speed $v=8\times10^5$ m/s, typical of metallic nanotubes,
\begin{align}
L_K&=\frac{25812.8\ \Omega}{2\times 8\times10^5\ \mathrm{m/s}}
=0.01613\ \mathrm{H/m}=16.1\ \mathrm{nH}/\mu\mathrm{m},\\
C_Q&=\frac{2}{25812.8\ \Omega\times 8\times10^5\ \mathrm{m/s}}
=9.69\times10^{-11}\ \mathrm{F/m}=96.9\ \mathrm{aF}/\mu\mathrm{m}.
\end{align}

The estimate leaves open whether these constants also govern currents and charges that vary in space and time, and how they combine with the ordinary inductance and capacitance.

\section{Controlled derivation}

\subsection{Assumptions and counting of states}

The temperature is low, and the disturbances are weak, slow and smooth enough that the occupied states near each Fermi point have a sharp local edge. The dispersion is taken as linear there, with slope $+\hbar v$ on the right-moving branch and $-\hbar v$ on the left-moving one. Backscattering is neglected at first. Interactions enter through the average classical field, which is a mean-field treatment.

In a length $\ell$ with periodic boundary conditions, allowed wave numbers are spaced by $2\pi/\ell$. A range $dk$ thus holds $dk/(2\pi)$ states per length. On either branch $|d\varepsilon|=\hbar v\,|dk|$, so the number of states per length in an energy range $d\varepsilon$ is
\begin{equation}
\frac{d\varepsilon}{2\pi\hbar v}=\frac{d\varepsilon}{hv}.
\end{equation}

\subsection{Energy of charge and current}

Let $n_R$ and $n_L$ be the excess numbers of right and left movers per length, relative to equilibrium. Measure energies from the equilibrium Fermi level; this removes the term linear in the number of added electrons. An excess $n_R$ fills the right branch up to $hvn_R$, at a cost
\begin{equation}
u_R=\int_0^{hvn_R}\varepsilon\,\frac{d\varepsilon}{hv}
=\frac{hv}{2}n_R^2.
\end{equation}
For negative $n_R$ the same expression holds, because removing electrons of negative energy also raises the total. With the left branch included,
\begin{equation}
u=\frac{hv}{2}\left(n_R^2+n_L^2\right).
\label{eq:ubranches}
\end{equation}

The excess charge per length and the current are
\begin{equation}
\rho=-e(n_R+n_L),\qquad I=-ev(n_R-n_L).
\label{eq:rhoI}
\end{equation}
The equilibrium electrons do not appear in $I$, since their right-moving and left-moving currents cancel. Using
\begin{equation}
n_R^2+n_L^2=\tfrac12\left[(n_R+n_L)^2+(n_R-n_L)^2\right]
\end{equation}
and inserting $n_R+n_L=-\rho/e$ and $n_R-n_L=-I/(ev)$, we find
\begin{equation}
u=\frac{hv}{4}\left(\frac{\rho^2}{e^2}+\frac{I^2}{e^2v^2}\right)
=\frac{hv}{4e^2}\rho^2+\frac{h}{4e^2v}I^2 .
\label{eq:uline}
\end{equation}
Comparison with $u=\rho^2/(2C_Q)+L_KI^2/2$ gives Eq.~\eqref{eq:main}. No magnetic field has entered: the inductive energy is band energy of the electrons.

A single chiral branch is a different system. With right movers alone, $I=v\rho$, so current and charge are not independent. The energy is $hv\rho^2/(2e^2)$, and the capacitance read from it is $e^2/(hv)$, half of $C_Q$.

\subsection{Equations of motion}

Let $E$ be the total electric field along the wire, including the field of the electrons. It changes wave numbers according to $\hbar\,dk/dt=-eE$. The right-moving branch is filled up to an edge $k_R$, with $n_R=(k_R-k_F)/(2\pi)$. The edge pattern travels with speed $v$, hence
\begin{equation}
\frac{\partial n_R}{\partial t}+v\frac{\partial n_R}{\partial x}
=\frac{1}{2\pi}\left(-\frac{eE}{\hbar}\right)=-\frac{eE}{h}.
\label{eq:nR}
\end{equation}
The left-moving branch is filled from its edge $k_L$, near $-k_F$, upward in $k$. Thus $n_L=(-k_L-k_F)/(2\pi)$, and the minus sign in front of $k_L$ reverses the field term:
\begin{equation}
\frac{\partial n_L}{\partial t}-v\frac{\partial n_L}{\partial x}
=+\frac{eE}{h}.
\label{eq:nL}
\end{equation}
The field shifts the whole occupied interval in $k$. One branch gains the electrons that the other loses, and their total number is conserved.

Adding the two equations gives
\begin{equation}
\frac{\partial}{\partial t}(n_R+n_L)+v\frac{\partial}{\partial x}(n_R-n_L)=0,
\end{equation}
which after multiplication by $-e$ is charge conservation,
\begin{equation}
\frac{\partial\rho}{\partial t}+\frac{\partial I}{\partial x}=0.
\label{eq:cont}
\end{equation}
Subtracting Eq.~\eqref{eq:nL} from Eq.~\eqref{eq:nR} gives
\begin{equation}
\frac{\partial}{\partial t}(n_R-n_L)+v\frac{\partial}{\partial x}(n_R+n_L)
=-\frac{2eE}{h}.
\end{equation}
Multiplication by $-ev$ turns this into
\begin{equation}
\frac{\partial I}{\partial t}+v^2\frac{\partial\rho}{\partial x}
=\frac{2e^2v}{h}E,
\end{equation}
and multiplication by $h/(2e^2v)$ yields
\begin{equation}
L_K\frac{\partial I}{\partial t}
=E-\frac{1}{C_Q}\frac{\partial\rho}{\partial x},
\label{eq:line}
\end{equation}
because $v^2h/(2e^2v)=hv/(2e^2)=1/C_Q$.

The constants found from the energy therefore reappear in the dynamics. The two routes are also linked by energy conservation. From Eqs.~\eqref{eq:cont} and \eqref{eq:line},
\begin{align}
\frac{\partial u}{\partial t}
&=\frac{\rho}{C_Q}\frac{\partial\rho}{\partial t}
+L_KI\frac{\partial I}{\partial t}\nonumber\\
&=-\frac{\rho}{C_Q}\frac{\partial I}{\partial x}
+IE-\frac{I}{C_Q}\frac{\partial\rho}{\partial x}
=IE-\frac{\partial}{\partial x}\left(\frac{\rho I}{C_Q}\right).
\end{align}
The stored energy changes by the work $IE$ of the field and by the energy flow $\rho I/C_Q$ along the wire.

\subsection{Limits and failure}

For a uniform current, Eq.~\eqref{eq:line} becomes $L_K\,dI/dt=E$: a steady field accelerates the electrons. In static equilibrium with $I=0$, it becomes $E=(1/C_Q)\,\partial\rho/\partial x$: the field is balanced by the gradient of the local Fermi level.

If $E=0$, differentiating Eq.~\eqref{eq:cont} in time and using Eq.~\eqref{eq:line} gives
\begin{equation}
\frac{\partial^2\rho}{\partial t^2}
=-\frac{\partial}{\partial x}\frac{\partial I}{\partial t}
=\frac{1}{L_KC_Q}\frac{\partial^2\rho}{\partial x^2}
=v^2\frac{\partial^2\rho}{\partial x^2},
\end{equation}
as expected for electrons that all move at speed $v$. In a wave travelling to the right $I=v\rho$, so the ratio of the voltage $\rho/C_Q$ to the current is
\begin{equation}
\frac{1}{vC_Q}=\sqrt{\frac{L_K}{C_Q}}=\frac{h}{2e^2}=12.9\ \mathrm{k}\Omega .
\end{equation}

Backscattering changes the picture. If it makes a uniform current decay at a rate $1/\tau$, then
\begin{equation}
L_K\left(\frac{dI}{dt}+\frac{I}{\tau}\right)=E .
\end{equation}
At angular frequency $\omega$ the ratio of the inductive to the resistive term is $\omega\tau$. The kinetic inductance remains, but it dominates the response of the wire only if $\omega\tau\gg1$. The derivation also fails when the Fermi-level shifts or the thermal energy reach the scale on which the band velocity changes. Contacts are not part of the model, and their resistance must be added separately.

\section{Adding the classical fields}

\subsection{Wire above a conducting plane}

Let a wire of radius $a$ lie in vacuum with its axis at height $b$ above a plane that excludes electric and magnetic fields. Treat the wire surface as a conductor in the cross-section, and consider wavelengths much longer than $b$, so that the fields at each $x$ follow the local $\rho$ and $I$.

Outside the wire, the potential is that of a line charge at height $y_0=\sqrt{b^2-a^2}$ and an opposite image at $-y_0$. To see this, let $z$ be the horizontal coordinate. On the wire surface $z^2+(y-b)^2=a^2$, so $z^2+y^2=2by-y_0^2$. The squared distances to the line charge and to its image are
\begin{align}
r_+^2&=z^2+y^2-2yy_0+y_0^2=2y(b-y_0),\\
r_-^2&=z^2+y^2+2yy_0+y_0^2=2y(b+y_0).
\end{align}
Their ratio is constant on the surface, as required. Since $(b-y_0)(b+y_0)=a^2$,
\begin{equation}
\ln\frac{r_-}{r_+}=\frac12\ln\frac{b+y_0}{b-y_0}
=\ln\frac{b+y_0}{a}=\operatorname{arccosh}\frac{b}{a}\equiv G .
\end{equation}
The potential of the wire relative to the plane is $\rho G/(2\pi\varepsilon_0)$. The axial vector potential of a current and its opposite image has the same form, $\mu_0IG/(2\pi)$. Hence
\begin{equation}
C_E=\frac{2\pi\varepsilon_0}{G},\qquad L_M=\frac{\mu_0G}{2\pi}.
\end{equation}

The axial field is minus the gradient of the potential minus the time derivative of the vector potential. With an external part $E_{\rm ext}$,
\begin{equation}
E=E_{\rm ext}-\frac{1}{C_E}\frac{\partial\rho}{\partial x}
-L_M\frac{\partial I}{\partial t}.
\end{equation}
Insertion in Eq.~\eqref{eq:line} gives
\begin{equation}
(L_K+L_M)\frac{\partial I}{\partial t}
=E_{\rm ext}-\left(\frac1{C_Q}+\frac1{C_E}\right)
\frac{\partial\rho}{\partial x}.
\label{eq:full}
\end{equation}
Inductances add, and so do inverse capacitances. Without an external field, the same elimination of $I$ as before gives charge waves of speed
\begin{equation}
s=\sqrt{\frac{1/C_Q+1/C_E}{L_K+L_M}} .
\label{eq:s}
\end{equation}

\subsection{Four channels in a nanotube}

A metallic nanotube has four channels, from two spins and two valleys. Give them equal speeds and let them share the classical fields. With $\rho=\sum_j\rho_j$ and $I=\sum_jI_j$, channel $j$ obeys
\begin{equation}
L_K\frac{\partial I_j}{\partial t}+\frac1{C_Q}\frac{\partial\rho_j}{\partial x}
=E_{\rm ext}-L_M\frac{\partial I}{\partial t}
-\frac1{C_E}\frac{\partial\rho}{\partial x}.
\end{equation}
Summing over $j$ multiplies the right side by four. Division by four then gives
\begin{equation}
\left(\frac{L_K}{4}+L_M\right)\frac{\partial I}{\partial t}
=E_{\rm ext}-\left(\frac1{4C_Q}+\frac1{C_E}\right)
\frac{\partial\rho}{\partial x}.
\end{equation}
For the total current, the tube thus has kinetic inductance $L_K/4$ and quantum capacitance $4C_Q$. Three further independent patterns have $\sum_j\rho_j=\sum_jI_j=0$. They produce no classical field in this model and travel at speed $v$.

\section{Numbers for the circuit}

Take a current of $1\ \mu$A in one channel with $v=8\times10^5$ m/s. By Eq.~\eqref{eq:rhoI}, with $n_L=-n_R$, each branch density changes in size by
\begin{equation}
|n_R|=\frac{I}{2ev}
=\frac{10^{-6}\ \mathrm{A}}{2(1.602\times10^{-19}\ \mathrm{C})(8\times10^5\ \mathrm{m/s})},
\end{equation}
which is 3.90 electrons per micrometre. The Fermi levels shift by $hv|n_R|=12.9$ meV in opposite directions. Equation~\eqref{eq:ubranches} gives a stored energy of $2\times\frac12\times12.906\times3.901=50.35$ meV/$\mu$m, which is also the value of $L_KI^2/2$.

At 10 GHz, one micrometre of this channel has the reactance
\begin{equation}
2\pi fL_K\ell=2\pi(10^{10}\ \mathrm{s^{-1}})
(0.01613\ \mathrm{H/m})(10^{-6}\ \mathrm{m})\approx1.01\ \mathrm{k}\Omega .
\end{equation}
Lumped elements are reasonable here because the wavelength $v/f=80\ \mu$m is much longer than the wire. The capacitance to the plane must still be kept beside the inductance: for the geometry below, with a contact resistance $h/(2e^2)$ at each end and the far end grounded, it lowers the input reactance by about 0.1 k$\Omega$.

For $a=1$ nm and $b=100$ nm, $G=\operatorname{arccosh}100=5.298$. The classical constants are $L_M=0.00106$ nH/$\mu$m and $C_E=10.5$ aF/$\mu$m. The comparison is as follows.

\begin{center}
\begin{tabular}{lcc}
 & one channel & four channels\\
kinetic inductance (nH/$\mu$m) & 16.1 & 4.03\\
quantum capacitance (aF/$\mu$m) & 96.9 & 387\\
charge-wave speed ($10^6$ m/s) & 2.56 & 4.92
\end{tabular}
\end{center}

The kinetic inductance exceeds the magnetic one by a factor of about 15000 for one channel and 3800 for the tube. These factors hold for a plane that excludes the magnetic field. An ordinary metal does not do so here: at 10 GHz the skin depth of gold is about 0.8 $\mu$m, much more than the height of the wire. The return current then flows deeper and the magnetic inductance is somewhat larger, but it grows only logarithmically with the distance to the return current, so the kinetic term still exceeds it by a factor of thousands. This settles the opening question as far as the inductance is concerned: its value is set by the kinetic term, and for this geometry the magnetic term can be dropped. The inductance is still a small part of the impedance at 10 GHz. The reactance of 1.01 k$\Omega$ is 3.9 per cent of the resistance $h/e^2=25.8$ k$\Omega$ of one channel between ideal contacts, and this ratio of the bare kinetic reactance to the contact resistance is the same for four channels; with the capacitance to the plane included, the input reactance is 3.5 per cent of the resistance for one channel and 3.8 per cent for four. Reaching $\omega\tau=1$ requires $v\tau=v/\omega=12.7\ \mu$m. The resistance per length is $L_K/\tau=h/(2e^2v\tau)$, while the mean free path $\lambda$ is usually defined by $h/(e^2\lambda)$. Hence $\lambda=2v\tau$, and the mean free path required is about $25\ \mu$m; for $\lambda=1\ \mu$m, $\omega\tau$ is only 0.04. For a whole nanotube the number to enter is 4 nH/$\mu$m, not 16.

The capacitances compare the other way. Since $C_Q/C_E=9.22$, the quantum term adds $1/9.22$, or 11 per cent, to the electrostatic inverse capacitance of one channel. For four channels it adds 2.7 per cent. These figures are for vacuum. The correction is proportional to $C_E$: in a dielectric of relative permittivity 3.9 it is 42 and 11 per cent, and with a closer plane and a high permittivity it can be as large as the electrostatic term. The electrostatic term stiffens the charge wave: neglecting $L_M$ in Eq.~\eqref{eq:s} gives $s/v=\sqrt{1+9.22}=3.20$ for one channel.

\section{Comparison with electrons on a lattice}

A ring of $N$ sites with nearest-neighbour hopping has a curved band and discrete levels, so it shows how well the linear, continuous description works. Let $J$ be the hopping energy, $d$ the site spacing and $\ell=Nd$. The levels are $-2J\cos kd$, and the Fermi speed is $v=(2Jd/\hbar)\sin k_Fd$.

Slowly threading a magnetic flux $\Phi$ through the ring induces a field with $\ell E=-d\Phi/dt$. For a uniform current, $L_K\,dI/dt=E$ then gives $I=-\Phi/(L_K\ell)$. The ground-state energy $W$ rises by $L_K\ell I^2/2=\Phi^2/(2L_K\ell)$, so that
\begin{equation}
\frac{d^2W}{d\Phi^2}=\frac{1}{L_K\ell},\qquad
\frac{d^2W}{dN_e^2}=\frac{e^2}{C_Q\ell}.
\end{equation}
The second relation follows from the charge energy with $\rho\ell=-e\,\delta N_e$, where $N_e$ is the electron number. For $N=402$ and $N_e=101$, the levels were found by matrix diagonalization. The derivatives were taken as second differences, with hopping phases $e\Phi/\hbar=0,\pm0.3$ around the ring and with $N_e=99,101,103$. Odd numbers are needed: the level $k=0$ is single and all others below the Fermi level come in pairs $\pm k$, so only an odd $N_e$ fills both branches equally and gives a currentless ground state at $\Phi=0$. The resulting $L_K$ and $C_Q$ differ from Eq.~\eqref{eq:main} by about one part in $10^5$.

The dynamics can be compared as well. At $t=0$, switch on a weak potential energy $U_0\cos qx$ for the electrons. The force is $-eE_{\rm ext}=U_0q\sin qx$, so $E_{\rm ext}=-(U_0q/e)\sin qx$. Write $K=1/C_Q+1/C_E$ and omit $L_M$, so that $s^2=K/L_K$. With $\rho=R(t)\cos qx$, Eqs.~\eqref{eq:cont} and \eqref{eq:full} give
\begin{equation}
\ddot R+s^2q^2R=\frac{U_0q^2}{eL_K}.
\end{equation}
For $R(0)=\dot R(0)=0$ the solution is
\begin{equation}
R(t)=\frac{U_0}{eK}\left[1-\cos(sqt)\right],
\end{equation}
and charge conservation gives $I=-(U_0s/eK)\sin(sqt)\sin qx$.

A half-filled ring of 202 sites was evolved for one period by the split-operator method, with $U_0=10^{-3}J$ and two wavelengths around the ring. Without the electrons' own field, the charge and current amplitudes stayed within 0.1 and 0.2 per cent of these formulas, relative to the largest predicted amplitude of each. With a self-consistent potential corresponding to $1/C_E=3/C_Q$, for which $s=2v$, the deviations stayed within the same bounds. For the wave without the electrons' own field, half filling is a favourable case, because the band curvature $2Jd^2\cos k_Fd$ vanishes at $k_Fd=\pi/2$; other fillings were not evolved. In this half-filled mean-field lattice model, the line equations thus describe the weak, long-wavelength motion to a fraction of a per cent over one period. This bound is shown for one period only and should not be carried over to long times, where small frequency differences accumulate.
